# Out-of-plane damping-like spin-orbit torque with one vertical mirror, part 2

A magnetic film has normal $z$ and magnetization direction $\mathbf m$, a unit vector. The current-induced torque per unit area, $\boldsymbol\tau$, is defined through

$$\frac{d\mathbf m}{dt}=\frac{\gamma}{M_s t_m}\,\boldsymbol\tau ,$$

where $\gamma>0$ is the gyromagnetic ratio, $M_s$ the saturation magnetization and $t_m$ the thickness of the magnet. A torque is $\mathbf m$-even if it is unchanged when $\mathbf m$ is reversed, and $\mathbf m$-odd if it changes sign. The damping-like torque $\mathbf m\times(\mathbf p\times\mathbf m)$ is even. For $\mathbf m$ in the plane at angle $\varphi$ from $x$, its out-of-plane strength is the average

$$\langle\tau_z\rangle_\varphi=p_z .$$

The mirror $M_x$ sends $x$ to $-x$, and $M_y$ sends $y$ to $-y$. The film keeps $M_x$, whose plane is $yz$, and lacks $M_y$. "Perpendicular" current runs along $x$, "parallel" current along $y$. Symmetry gives this selection rule: for an electric field $\mathbf E\parallel x$, $M_x$ allows $p_z=P_{zx}E$; for $\mathbf E\parallel y$, $\tau_z$ must be odd in $\varphi$, so $p_z=0$, though an even torque with $\tau_z\propto m_xm_y$ is permitted. With both mirrors $p_z$ vanishes for every in-plane field.

Symmetry can't show that an allowed $p_z$ is nonzero, so a model is needed. It has conduction electrons in two dimensions, with wave vector $\mathbf k=(k_x,k_y,0)$:

$$H=\kappa k^2+\mathbf h\cdot\boldsymbol\sigma,\qquad \mathbf h=J\mathbf m+\mathbf d\times\mathbf k,\qquad \kappa=\frac{\hbar^2}{2m^*}.$$

Here $\boldsymbol\sigma$ are the Pauli matrices, $m^*$ is the effective mass and $J>0$ the exchange energy. The constant vector $\mathbf d=(0,-\beta,\alpha)$ is the direction in which the crystal potential is lopsided, and

$$\mathbf d\times\mathbf k=(-\alpha k_y,\ \alpha k_x,\ \beta k_x).$$

$M_x$ requires $d_x=0$; $M_y$ would require $\beta=0$. The "full model" diagonalizes $H$ and integrates over the occupied states. The question now is how the electrons exert a torque on the magnetization, and with what sign.

**A.** Let $\mathbf S$ be the sum of $\langle\boldsymbol\sigma\rangle$ over electrons per unit area. The exchange energy per area is $u=J\mathbf m\cdot\mathbf S$. It acts on the magnetization as an effective field

$$\mathbf B=-\frac{1}{M_st_m}\frac{\partial u}{\partial\mathbf m}=-\frac{J\mathbf S}{M_st_m}.$$

With the precession law $d\mathbf m/dt=-\gamma\,\mathbf m\times\mathbf B$, this becomes $d\mathbf m/dt=\gamma J\,\mathbf m\times\mathbf S/(M_st_m)$, so

$$\boldsymbol\tau=J\,\mathbf m\times\mathbf S .$$

I need the part of $\mathbf S$ that the electric field causes.

**Q.** Which is what, for one electron?

**A.** The charge is $-e$, so the force is $\mathbf F=-e\mathbf E$ and $\hbar\,d\mathbf k/dt=\mathbf F$. As $\mathbf k$ drifts, $\mathbf h$ turns, and the spin tries to follow. Write $\mathbf s=\langle\boldsymbol\sigma\rangle$. From $[\sigma_j,\sigma_i]=2i\epsilon_{jik}\sigma_k$,

$$\frac{d\sigma_i}{dt}=\frac{i}{\hbar}h_j[\sigma_j,\sigma_i]=-\frac{2}{\hbar}\epsilon_{jik}h_j\sigma_k=\frac2\hbar\epsilon_{ijk}h_j\sigma_k,$$

so $\hbar\,d\mathbf s/dt=2\mathbf h\times\mathbf s$. In the lower state the spin is opposite to $\mathbf h$. Put $\mathbf s=-\hat{\mathbf h}+\boldsymbol\delta$, where $\boldsymbol\delta$ is a small lag of first order in the force. On the left I keep $-\hbar\,d\hat{\mathbf h}/dt$ and drop $\hbar\,d\boldsymbol\delta/dt$, which is smaller if the force changes slowly compared with the precession. On the right $\hat{\mathbf h}$ drops out of the product. With $\hat{\mathbf h}'=(\mathbf F\cdot\partial_{\mathbf k})\hat{\mathbf h}=\hbar\,d\hat{\mathbf h}/dt$,

$$-\hat{\mathbf h}'=2\mathbf h\times\boldsymbol\delta .$$

The length of $\mathbf s$ is one, so $\boldsymbol\delta\perp\hat{\mathbf h}$ to first order. Then $\hat{\mathbf h}\times(\mathbf h\times\boldsymbol\delta)=-h\boldsymbol\delta$, where $h=|\mathbf h|$. Taking the cross product of $\hat{\mathbf h}$ with both sides gives

$$-\hat{\mathbf h}\times\hat{\mathbf h}'=-2h\boldsymbol\delta,\qquad \boldsymbol\delta=\frac{1}{2h}\hat{\mathbf h}\times\hat{\mathbf h}' .$$

**Q.** Simplify the derivative; I can't integrate that.

**A.** Let $\mathbf b=(\mathbf F\cdot\partial_{\mathbf k})\mathbf h=\mathbf d\times\mathbf F=-e\,\mathbf d\times\mathbf E$. The derivative of a unit vector is $\hat{\mathbf h}'=[\mathbf b-\hat{\mathbf h}(\hat{\mathbf h}\cdot\mathbf b)]/h$. Its second part drops out of the cross product with $\hat{\mathbf h}$, so

$$\boldsymbol\delta=\frac{\mathbf h\times\mathbf b}{2h^3}.$$

The time-dependent Schrödinger equation, solved for one electron under a slowly rising force, gave the same vector within a relative error of $1.5\times10^{-4}$. That tests sign and size together.

**Q.** A real electron is scattered. And the field also shifts the occupied region of $\mathbf k$, which you have ignored.

**A.** The result holds for a drive that oscillates slowly compared with the spin precession but quickly compared with collisions. I call this the collisionless response. The restriction is essential. If the scatterers don't act on spin, the total spin obeys $\hbar\,d\mathbf S/dt=2\boldsymbol\tau+2\sum(\mathbf d\times\mathbf k)\times\mathbf s$ whatever the collisions do. To first order in $\mathbf d$ put $\mathbf s=-\mathbf m$ in the last term, and let $\mathbf P$ be the sum of $\mathbf k$ per area. For a steady current $d\mathbf S/dt=0$, so $\boldsymbol\tau=-\mathbf m\times(\mathbf d\times\mathbf P)$, which is purely odd in $\mathbf m$. The even torque at this order is proportional to $d\mathbf P/dt$, the net force on the electrons, and it vanishes once collisions balance the field. A damping-like torque for direct current needs something beyond this: spin relaxation, spin-dependent scattering, higher orders in $\mathbf d$, or further bands. Scattering thus changes the value of $p_z$ and can remove it. It can't break the selection rule if the scatterers respect $M_x$ on average.

The shift of occupation gives an $\mathbf m$-odd torque. Reversing $\mathbf m$ and $\mathbf k$ together sends $\mathbf h$ to $-\mathbf h$ and leaves the energies alone. The change of occupation caused by $\mathbf F$ is odd under this, and so is the spin $-\hat{\mathbf h}$. Their product is unchanged, so that part of $\mathbf S$ is even in $\mathbf m$, and $J\mathbf m\times\mathbf S$ is odd. It drops out of the average over $\varphi$. The lag $\boldsymbol\delta$ behaves oppositely: $\mathbf b$ stays and $\mathbf h$ changes sign, so its sum is odd in $\mathbf m$ and its torque is even.

**Q.** Then sum over electrons. Does $p_z$ come out?

**A.** Let the lower band alone be occupied, with density $n$, and take the spin-orbit field to be weak beside $J$. Since $\mathbf b$ is already of first order in $\mathbf d$, I may put $\mathbf h\approx J\mathbf m$ in the rest. Every electron then has the same lag, $\mathbf S=n\,\mathbf m\times\mathbf b/(2J^2)$, and

$$\boldsymbol\tau=\frac{n}{2J}\,\mathbf m\times(\mathbf m\times\mathbf b)=-\frac{n}{2J}\,\mathbf m\times(\mathbf b\times\mathbf m).$$

The minus sign meets the one in $\mathbf b=-e\,\mathbf d\times\mathbf E$, and

$$\mathbf p=\frac{ne}{2J}\,\mathbf d\times\mathbf E .$$

For the two directions of the field this is

$$\mathbf E=E\hat{\mathbf x}:\ \mathbf p=\frac{neE}{2J}(0,\alpha,\beta),\qquad
\mathbf E=E\hat{\mathbf y}:\ \mathbf p=\frac{neE}{2J}(-\alpha,0,0).$$

The perpendicular current has $p_z=ne\beta E/(2J)$. The parallel one has none.

**Q.** Is there a picture behind the cross product?

**A.** The mirror confines $\mathbf d$ to the $yz$ plane. If $\mathbf E$ lies along $y$, both factors lie in that plane, and their product points along its normal $x$. It has no $z$ component however $\mathbf d$ is tilted. If $\mathbf E$ lies along $x$, the product lies in the mirror plane, and tilting $\mathbf d$ away from $z$ tilts $\mathbf p$ away from $y$, toward the film normal. With both mirrors $\mathbf d$ is along $z$, and $\mathbf p$ stays in the film plane.

**Q.** How weak is "weak"?

**A.** One measure is $\alpha k_F/J$, with $k_F$ the Fermi wave number without spin-orbit field. It is not the only one: the occupied region is shifted and deformed as well, so $\alpha^2/(\kappa J)$ and $\alpha^2/(\kappa E_F)$, with $E_F=\kappa k_F^2$, must also be small, and at low filling these dominate. The torque is odd in $\mathbf d$: changing $\mathbf d$ to $-\mathbf d$ and relabelling $\mathbf k$ as $-\mathbf k$ leaves $\mathbf h$ and the occupied states as they were, but reverses $\mathbf b$. So the first correction is cubic in $\mathbf d$, which is quadratic relative to the leading term. In the full model, halving $\alpha$ and $\beta$ at weak coupling reduced the relative error by a factor of 4.000.

**Q.** Put numbers in.

**A.** I choose round parameters that stand for no particular material: the free-electron mass, $J=0.5$ eV, $\alpha=0.04$ eV nm, $\beta=0.01$ eV nm, and a Fermi energy $E_F=0.8$ eV above the bottom that the lower band has without spin-orbit field, which leaves the upper band empty. Then $k_F=4.582\ \mathrm{nm}^{-1}$, and one band with one state per $\mathbf k$ holds

$$n=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}=1.671\ \mathrm{nm}^{-2}.$$

A field of $10^5$ V/m gives $eE=100\ \mu$eV/nm. For current perpendicular to the mirror,

$$p_z=\frac{1.671\times0.01\times100}{2\times0.5}=1.671\ \mu\mathrm{eV/nm^2},$$

and $p_y$ is four times as large, $6.68\ \mu\mathrm{eV/nm^2}$, because $\alpha=4\beta$.

The full model, with no expansion in $\mathbf d$, gives an average $\langle\tau_z\rangle_\varphi$ of $1.720\ \mu\mathrm{eV/nm^2}$. That is 2.9% above the weak-coupling value, with $\alpha k_F/J=0.37$. The comparison is made at fixed chemical potential, $E_F-J=0.3$ eV, so it includes the change of electron density that the spin-orbit field causes. That change is a rise of about 3.6%; at fixed density the full model lies about 1% below the weak-coupling value.

**Q.** Is that a lot? I think in millitesla.

**A.** Divide by $M_st_m$. For $M_s=10^6$ A/m and $t_m=1$ nm this is $10^{-3}$ A. One eV/nm² is $0.1602\ \mathrm{J/m^2}$, so

$$\frac{1.720\times10^{-6}\times0.1602\ \mathrm{J/m^2}}{10^{-3}\ \mathrm A}=2.76\times10^{-4}\ \mathrm T=0.276\ \mathrm{mT}.$$

Since this is the collisionless response, the number is the amplitude for a drive oscillating faster than the collision rate. It is not a switching field. At $\hbar\omega=0.1$ eV it swings $\mathbf m$ by about $\gamma B/\omega\approx3\times10^{-7}$ rad and gives no net push over a cycle, and for $\mathbf m\parallel x$ the odd part of $\tau_z$ is larger by about $(\alpha/\beta)\,2J/\hbar\omega=40$. For a direct current with spin-independent scattering the weak-coupling term cancels, as shown above.

**Q.** And the parallel current, in the full model?

**A.** The average is zero to rounding, about $10^{-17}\ \mu\mathrm{eV/nm^2}$ in size. The film with two mirrors, $\beta=0$, gives zero to rounding for both directions.

**Q.** Perhaps your model is just unable to give $p_z$ for a field along $y$. Then its zero would say nothing about mirrors.

**A.** That can be tried by breaking $M_x$ too. Give $\mathbf d$ a component $d_x$. For $\mathbf E=E\hat{\mathbf y}$ the $z$ component of $\mathbf d\times\mathbf E$ is $d_xE$, so $p_z=ned_xE/(2J)$. With $d_x=0.01$ eV nm and the other components unchanged, this is again $1.671\ \mu\mathrm{eV/nm^2}$, and the full model gives $1.716\ \mu\mathrm{eV/nm^2}$. The torque appears once $M_x$ is gone. This film, labelled "no mirror" in the output because it has neither $M_x$ nor $M_y$, still has one vertical mirror: the plane that contains $z$ and $\mathbf d$. The field along $y$ doesn't lie in that plane, so $p_z$ is allowed. The model can therefore give $p_z$ for a field along $y$, and its earlier zero came from the field lying in the mirror plane.

**Q.** Earlier you conceded a term $m_xm_y$ for the parallel current. Is it there, or is it another thing that is merely allowed?

**A.** It is there, at third order in $\mathbf d$. Take $\mathbf E=E\hat{\mathbf y}$ and $\mathbf m$ in the plane. Then $\mathbf b=-e\,\mathbf d\times\mathbf E=(\alpha eE,0,0)$. The torque from one electron contains

$$\mathbf m\times(\mathbf h\times\mathbf b)=\mathbf h(\mathbf m\cdot\mathbf b)-\mathbf b(\mathbf m\cdot\mathbf h).$$

Its $z$ component is $h_z(\mathbf m\cdot\mathbf b)=\beta k_x\,\alpha eE\,m_x$, since $b_z=0$ and $m_z=0$. With $f$ equal to one for occupied states and zero otherwise,

$$\tau_z=\frac{J\alpha\beta eE\,m_x}{2}\int\!\frac{d^2k}{4\pi^2}\,f\,\frac{k_x}{h^3}.$$

**Q.** The integrand is odd in $k_x$. Doesn't that kill it?

**A.** It would if $f$ and $h$ were even in $k_x$. They aren't when $m_y\neq0$. To first order $h\approx J+g$, with

$$g=\mathbf m\cdot(\mathbf d\times\mathbf k)=\alpha(k_xm_y-k_ym_x).$$

Two things follow. First, $h^{-3}\approx J^{-3}(1-3g/J)$. Second, the occupied states satisfy $\kappa k^2-h<\mu$, with $\mu$ the chemical potential and $E_F=\mu+J$; this is $\kappa k^2<E_F+g$, so that $f\approx f_0+g\,\delta(E_F-\kappa k^2)$, where $f_0$ fills the circle of radius $k_F$. The $k_y$ term of $g$ integrates to zero against $k_x$. The $k_x$ term needs two integrals. Averaging $k_x^2$ over directions gives $k^2/2$, so

$$I_1=\int\!\frac{d^2k}{4\pi^2}f_0k_x^2=\frac1{4\pi}\int_0^{k_F}\!k^3dk=\frac{k_F^4}{16\pi}=\frac{nk_F^2}{4},$$

$$I_2=\int\!\frac{d^2k}{4\pi^2}\,\delta(E_F-\kappa k^2)\,k_x^2=\frac1{4\pi}\,\frac{k_F^3}{2\kappa k_F}=\frac{n}{2\kappa}=\frac{nk_F^2}{2E_F}.$$

The last step uses $E_F=\kappa k_F^2$. The integral in $\tau_z$ is then $(\alpha m_y/J^3)(I_2-3I_1/J)$, and

$$\tau_z=K\,m_xm_y,\qquad K=\frac{\alpha^2\beta\,eE\,nk_F^2}{2J^2}\left(\frac1{2E_F}-\frac3{4J}\right).$$

**Q.** How big?

**A.** With $nk_F^2=35.08\ \mathrm{nm^{-4}}$, the factor before the bracket is $1.6\times10^{-5}\times100\times35.08/0.5=0.1123$, and the bracket is $0.625-1.5=-0.875$, with energies in eV. So $K=-0.0982\ \mu\mathrm{eV/nm^2}$. At $\varphi=45^\circ$, where $m_xm_y=\tfrac12$, the formula gives $-0.0491$. The full model gives $-0.0515$ at $45^\circ$ and $+0.0515$ at $-45^\circ$: odd in $\varphi$, as the mirror demands. Its size is 3% of the averaged torque for the perpendicular current.

For that perpendicular current $\tau_z$ also varies with angle in the full model, from $1.669$ at $\varphi=0$ to $1.771\ \mu\mathrm{eV/nm^2}$ at $90^\circ$, but about a nonzero mean.

**Q.** So where could I fail to see the torque in a film that has the right symmetry?

**A.** One case follows from the formula. Suppose the film consists of domains, some of them the $M_y$ image of the others. The image has $\beta$ replaced by $-\beta$, and its $p_z$ is opposite. Equal areas of the two kinds cancel in the average over the film, because $M_y$ is restored on the large scale although each domain lacks it.

Another is the size of the coefficient. Symmetry sets no lower bound on $P_{zx}$. In this model, at weak coupling, it is proportional to $\beta$ and, at fixed $n$, to $1/J$; in a real film, scattering and further bands enter as well. The model proves that a nonzero value is compatible with the one remaining mirror. It does so for a drive faster than the collisions; for a direct current its leading term is cancelled by spin-independent scattering, so it neither explains nor predicts the value for a given material. The zero for current in the mirror plane needs no model, provided it is read as the vanishing of the part independent of the in-plane direction of $\mathbf m$. The numerical output below lists the torques computed for the model.

## Computed values

```
INPUTS
effective mass / electron mass: 1.000
exchange energy J: 0.500 eV
Fermi energy above lower band bottom: 0.800 eV
alpha: 0.040 eV nm
beta: 0.010 eV nm
electric field: 1.0e+05 V/m
magnetization: 1.0e+06 A/m
magnet thickness: 1.00 nm
INTERMEDIATE
Fermi wave number without spin-orbit field: 4.5823 1/nm
electron density n without spin-orbit field: 1.6709 1/nm^2
alpha kF / J: 0.3666
relative violation of mirror x->-x, one mirror left: 1.4e-15
relative violation of mirror y->-y, one mirror left: 0.222
real-time spin against adiabatic formula, relative error: 1.5e-04
weak-coupling error ratio on halving alpha, beta: 4.000
WEAK-COUPLING FORMULA, in micro-eV/nm^2
p_y for E along x: 6.6837
p_z for E along x: 1.6709
p_x for E along y: -6.6837
p_z for E along y, no mirror left: 1.6709
FULL MODEL, tau_z averaged over in-plane m, in micro-eV/nm^2
one mirror, E perpendicular to it (x): 1.7200
one mirror, E parallel to it (y), magnitude: 1.7e-17
two mirrors, E along x, magnitude: 2.3e-18
two mirrors, E along y, magnitude: 8.1e-19
no mirror, E along y: 1.7164
full / weak-coupling value, one mirror, E along x: 1.0294
FULL MODEL, tau_z at fixed in-plane angle of m from x, in micro-eV/nm^2
E along x, angle 0 deg: 1.6689
E along x, angle 45 deg: 1.7200
E along x, angle 90 deg: 1.7711
E along y, angle 45 deg: -0.05146
E along y, angle -45 deg: 0.05146
E along y, angle 45 deg, formula K/2: -0.04912
MAIN RESULT CONVERTED
equivalent field, E along x, averaged torque: 0.2756 mT
```
